# Feynman's smoothed potential and its failure at an oxide wall, part 1

(Sections cited here and not found follow in the second part.)

## 1. The decision

A Monte Carlo simulation of a transistor channel moves electrons as classical particles. Close to the gate oxide this goes wrong, because a classical electron can sit against the oxide and a quantum one hardly can. There are two remedies. One keeps the classical trajectories and replaces the potential energy $V$ by a Gaussian-smoothed $V_{\rm eff}$. The other solves the Schrödinger equation across the channel and works with its levels. The first is much cheaper. Whether it may be used depends on how well $V_{\rm eff}$ describes an electron next to a high, abrupt barrier.

Take one particle of mass $m$ in one dimension, the direction normal to the interface, with
$$H=\frac{p^2}{2m}+V(x),\qquad \beta=\frac1{kT},\qquad Z={\rm Tr}\,e^{-\beta H}.$$
The mass is the same everywhere, the statistics are those of Boltzmann, and the system is in equilibrium at temperature $T$. Motion parallel to the interface separates and contributes a factor that cancels in every comparison below. The claim is
$$Z\ \ge\ Z_F=\frac1\lambda\int d\bar x\;e^{-\beta V_{\rm eff}(\bar x)},\qquad \lambda=\hbar\sqrt{\frac{2\pi}{mkT}},\tag{1}$$
$$V_{\rm eff}(\bar x)=\int dy\,G_a(y)\,V(\bar x+y),\quad G_a(y)=\frac{e^{-y^2/2a^2}}{a\sqrt{2\pi}},\quad a^2=\frac{\hbar^2}{12mkT}.\tag{2}$$
Equation (1) is an inequality. Its use as an approximation needs a separate argument, given in section 5. The variable $\bar x$ is not the position of the electron either; section 6 deals with that.

## 2. The partition function as a sum over closed paths

Divide $\beta\hbar$ into $N$ slices of length $\epsilon=\beta\hbar/N$ and write $e^{-\beta H}=(e^{-\epsilon H/\hbar})^N$. For a potential that is bounded below, each factor may be replaced by $e^{-\epsilon p^2/2m\hbar}\,e^{-\epsilon V/\hbar}$. For a smooth potential the error per slice is of order $\epsilon^2$, so that the $N$ errors together vanish as $N\to\infty$.

The kinetic factor follows from inserting momentum states:
$$\langle x|e^{-\epsilon p^2/2m\hbar}|x'\rangle=\int\frac{dp}{2\pi\hbar}\,e^{ip(x-x')/\hbar}\,e^{-\epsilon p^2/2m\hbar}.$$
With $A=\epsilon/2m\hbar$ and $B=(x-x')/\hbar$, the Gaussian integral $\int dp\,e^{-Ap^2+iBp}=\sqrt{\pi/A}\;e^{-B^2/4A}$ gives
$$\langle x|e^{-\epsilon p^2/2m\hbar}|x'\rangle=\sqrt{\frac{m}{2\pi\hbar\epsilon}}\;\exp\!\Big[-\frac{m(x-x')^2}{2\hbar\epsilon}\Big].\tag{3}$$
The trace identifies the last point with the first, so
$$Z=\lim_{N\to\infty}\int\prod_{j=1}^N\Big(dx_j\sqrt{\tfrac{m}{2\pi\hbar\epsilon}}\Big)\exp\!\Big[-\sum_j\frac{m(x_{j+1}-x_j)^2}{2\hbar\epsilon}-\frac{\epsilon}{\hbar}\sum_jV(x_j)\Big],$$
with $x_{N+1}=x_1$. This is an average over closed paths $x(\tau)$, where $0\le\tau\le\beta\hbar$.

Now split each path into its time average, or centroid, and the rest:
$$x(\tau)=\bar x+y(\tau),\qquad \int_0^{\beta\hbar}y\,d\tau=0.$$
This is a linear change of variables with a constant Jacobian. The kinetic terms contain differences of positions, from which $\bar x$ drops out. Without a potential, every $\bar x$ is therefore equally likely, and $y$ has a Gaussian distribution that does not depend on $\bar x$. Let $\langle\dots\rangle$ be the average over that distribution. Then
$$Z=C\int d\bar x\,\Big\langle \exp\Big[-\frac1\hbar\int_0^{\beta\hbar}V(\bar x+y(\tau))\,d\tau\Big]\Big\rangle .$$
The constant $C$ follows from the case $V=0$ in a length $L$. There $Z=CL$, while (3) with $x=x'$ and $\epsilon$ replaced by the full duration $\beta\hbar$ gives $Z=L\sqrt{m/2\pi\hbar^2\beta}=L/\lambda$. Hence $C=1/\lambda$ and
$$Z=\frac1\lambda\int d\bar x\,\big\langle e^{-u}\big\rangle,\qquad u=\frac1\hbar\int_0^{\beta\hbar}V(\bar x+y(\tau))\,d\tau .\tag{4}$$
Nothing has been approximated so far.

## 3. Where the factor twelve comes from

A closed path with zero average has the Fourier series
$$y(\tau)=\sum_{n=1}^\infty\big(A_n\cos\nu_n\tau+B_n\sin\nu_n\tau\big),\qquad \nu_n=\frac{2\pi n}{\beta\hbar}.$$
Squares of sines and cosines average to one half and cross terms integrate to zero, so the kinetic exponent is
$$\frac{m}{2\hbar}\int_0^{\beta\hbar}\dot y^2\,d\tau=\frac{m}{2\hbar}\,\frac{\beta\hbar}{2}\sum_n\nu_n^2(A_n^2+B_n^2)=\sum_n\frac{m\beta\nu_n^2}{4}(A_n^2+B_n^2).$$
Comparison with $e^{-A_n^2/2\sigma_n^2}$ shows that all coefficients are independent Gaussian variables with variance
$$\sigma_n^2=\frac{2kT}{m\nu_n^2}.\tag{5}$$
At a given $\tau$ the variance of $y$ is $\sum_n\sigma_n^2(\cos^2\nu_n\tau+\sin^2\nu_n\tau)$, which does not depend on $\tau$:
$$\langle y^2\rangle=\sum_n\frac{2kT}{m}\,\frac{\beta^2\hbar^2}{4\pi^2n^2}=\frac{\hbar^2}{2\pi^2mkT}\sum_{n=1}^\infty\frac1{n^2}.$$
The sum follows from Parseval's theorem for $f(s)=s$ on $(-\pi,\pi)$. The sine coefficients are $\pm2/n$, so $\sum4/n^2=\frac1\pi\int_{-\pi}^{\pi}s^2ds=2\pi^2/3$ and $\sum1/n^2=\pi^2/6$. Therefore
$$\langle y^2\rangle=\frac{\hbar^2}{12\,mkT}=a^2 .$$
A sum of independent Gaussian variables is Gaussian, so $y(\tau)$ has the distribution $G_a$ at every $\tau$.

The number depends on what is held fixed. If it is the starting point, the displacement is $y(\tau)-y(0)$, with variance
$$\sum_n\sigma_n^2\big[(\cos\nu_n\tau-1)^2+\sin^2\nu_n\tau\big]=2\sum_n\sigma_n^2(1-\cos\nu_n\tau).$$
Its time average is $2\sum\sigma_n^2=2a^2$, twice as large. A numerical test on the covariance of closed Brownian paths gives 0.0833 and 0.1667 for the two cases, in units of $\hbar^2/mkT$, that is $1/12$ and $1/6$.

## 4. The inequality

The function $e^{-u}$ is convex and lies above each of its tangents. The tangent at $u=c$ gives
$$e^{-u}\ge e^{-c}\,[1-(u-c)] .$$
Choose $c=\langle u\rangle$ and average. The bracket averages to one, and $\langle e^{-u}\rangle\ge e^{-\langle u\rangle}$, which is Jensen's inequality. Since $y(\tau)$ has the same distribution at all $\tau$,
$$\langle u\rangle=\frac1\hbar\int_0^{\beta\hbar}d\tau\int dy\,G_a(y)V(\bar x+y)=\frac{\beta\hbar}{\hbar}V_{\rm eff}(\bar x)=\beta V_{\rm eff}(\bar x).$$
Inserting this into (4) gives (1). With $F=-kT\ln Z$ and $F_F=-kT\ln Z_F$ it reads $F\le F_F$: the smoothed potential can only put the free energy too high.

Two different averages are involved. The true weight of a centroid is the average of an exponential. Feynman's weight is the exponential of an average. They agree if $u$ hardly varies from path to path on the scale of one.

## 5. When the bound is also a good approximation

Let $V$ vary slowly over the length $a$ and expand it about $\bar x$:
$$u=\beta\Big[V+V'\,\frac1{\beta\hbar}\int y\,d\tau+\frac{V''}2\,Y+\dots\Big],\qquad Y=\frac1{\beta\hbar}\int_0^{\beta\hbar}y^2\,d\tau .$$
The linear term vanishes because $y$ has zero time average. For a linear potential $u$ is thus the same for all paths with a given centroid, and Feynman's weight is exact. A uniform field by itself causes no error.

The first difference comes from the spread of $Y$. Expanding the logarithm of the average gives
$$\ln\langle e^{-u}\rangle=-\langle u\rangle+\tfrac12\big(\langle u^2\rangle-\langle u\rangle^2\big)-\dots$$
From the Fourier series, $Y=\frac12\sum_n(A_n^2+B_n^2)$. The square of a Gaussian variable with variance $\sigma^2$ has variance $3\sigma^4-\sigma^4=2\sigma^4$, so
$${\rm Var}\,Y=\frac14\sum_n(2\sigma_n^4+2\sigma_n^4)=\sum_n\sigma_n^4 .$$
Equation (5) can be written $\sigma_n^2=6a^2/\pi^2n^2$, which agrees with $\sum\sigma_n^2=a^2$. The sum of $1/n^4$ follows from Parseval's theorem for $s^2$, whose cosine coefficients are $\pm4/n^2$ and whose mean is $\pi^2/3$:
$$\sum\frac{16}{n^4}=\frac{2\pi^4}5-\frac{2\pi^4}9=\frac{8\pi^4}{45},\qquad \sum\frac1{n^4}=\frac{\pi^4}{90}.$$
Hence ${\rm Var}\,Y=(36a^4/\pi^4)(\pi^4/90)=2a^4/5$, and
$$\ln\frac{\langle e^{-u}\rangle}{e^{-\beta V_{\rm eff}}}\simeq\frac12\,\beta^2\,\frac{V''^2}4\,\frac{2a^4}5=\frac{(\beta a^2V'')^2}{20}.\tag{6}$$
Since $a^2\propto\hbar^2$, the error is of order $\hbar^4$ at fixed $V$ and $T$. The terms left out, from higher derivatives and from the third cumulant of $Y$, contain at least $a^6$. The condition for a good approximation is
$$\beta a^2|V''|\ll1\tag{7}$$
wherever the electron is likely to be, with higher derivatives small in the same sense.

The same expansion shows why the variance must be $a^2$. To lowest order $V_{\rm eff}=V+\frac12a^2V''$. A doubled variance would add another $\frac12a^2V''$, an error of order $\hbar^2$.

Both statements were tested on the potential $x^4$ in units with $m=kT=1$, by diagonalizing the Hamiltonian. On halving $\hbar$ from 0.30 to 0.15, $\ln(Z/Z_F)$ falls by a factor 15.73, close to $2^4$. With variance $2a^2$ the factor is 4.04, close to $2^2$. At $\hbar=0.15$ the computed $\ln(Z/Z_F)$ is $6.29\times10^{-6}$, and (6), averaged over centroids, predicts $6.28\times10^{-6}$. Where condition (7) holds, as it does here, the method is very good. Smoothness alone is not enough: at fixed $V$, $a^2$ and $\beta$ both grow as the temperature falls, and where $V''$ does not vanish the condition eventually fails.

## 6. The centroid is not the carrier

A simulation in $V_{\rm eff}$ produces the distribution $w(\bar x)=e^{-\beta V_{\rm eff}(\bar x)}$. It is tempting to read this as the density of electrons, but it is a density of centroids.

The density of electrons is the response of the free energy to the potential. A small change $\delta V(x)$ shifts each level by $\int|\psi_n|^2\delta V\,dx$, so
$$\delta F=\frac1Z\sum_ne^{-\beta E_n}\int|\psi_n|^2\,\delta V\,dx=\int n(x)\,\delta V(x)\,dx ,\tag{8}$$
where $n$ is normalized to one particle. Apply the same definition to $F_F$. From (2), $\delta V_{\rm eff}(\bar x)=\int G_a(x-\bar x)\,\delta V(x)\,dx$, and therefore
$$\delta F_F=\frac{\int d\bar x\,w(\bar x)\,\delta V_{\rm eff}(\bar x)}{\int d\bar x\,w(\bar x)}\quad\Rightarrow\quad n_F(x)=\frac{\int d\bar x\,G_a(x-\bar x)\,w(\bar x)}{\int d\bar x\,w(\bar x)}.\tag{9}$$
The centroid distribution has to be smeared once more with the same Gaussian. The picture agrees: the electron is at $\bar x+y$, and $y$ has the distribution $G_a$. A numerical test, in which a weak narrow bump was added to $V$ and the change of $F_F$ recorded, confirms (9).

Because $G_a$ is symmetric, $w$ and $n_F$ have the same mean position; their shapes differ. The inequality for $Z$ does not turn $n_F$ into a bound on the density at any given point.

# Second half: the oxide wall

## 7. Symbols and results carried over

The electron has mass $m$ and temperature $T$, with $\beta=1/kT$ and thermal wavelength $\lambda=\hbar\sqrt{2\pi/mkT}$. A thermal path is $\bar x+y(\tau)$, where $\bar x$ is its centroid and $y$ is Gaussian with variance $a^2=\hbar^2/12mkT$. Averaging $V$ over this Gaussian gives $V_{\rm eff}$, and $Z\ge Z_F=\lambda^{-1}\int e^{-\beta V_{\rm eff}}d\bar x$. The approximation is good for $\beta a^2|V''|\ll1$. The carrier density $n_F$ is $w=e^{-\beta V_{\rm eff}}$ smeared once more with the same Gaussian, and density is the response of free energy to potential, $\delta F=\int n\,\delta V\,dx$.

From here on $z$ is the distance from the interface, with the channel at $z>0$ and the oxide at $z<0$. The functions $\varphi(s)=e^{-s^2/2}/\sqrt{2\pi}$ and $Q(s)=\int_s^\infty\varphi(t)\,dt$ are the normal density and its tail.

The example uses round model parameters: $m$ is 0.3 electron masses, $T=300$ K, and the barrier height is $V_0=3$ eV. Then $kT=0.02585$ eV, $V_0/kT=116.0$ and $\lambda=7.857$ nm. Dividing the definitions gives $\lambda^2=24\pi a^2$, so
$$a=\frac{7.857\ \text{nm}}{\sqrt{24\pi}}=0.905\ \text{nm}.$$
The model leaves out a change of mass at the interface, image forces, degeneracy, valley structure and the electrons' own electrostatic field.

## 8. The infinitely hard wall

If $V=\infty$ for $z<0$, the Gaussian around any $\bar x$, however far away, has a tail inside the wall. Then $V_{\rm eff}=\infty$ everywhere, $Z_F=0$, and the inequality says $Z\ge0$. The smoothed potential carries no information in this limit.

The true answer is finite. The matrix element $\rho(z,z')=\langle z|e^{-\beta H}|z'\rangle$ must obey the free equation $\partial\rho/\partial\beta=(\hbar^2/2m)\,\partial^2\rho/\partial z^2$, start as a delta function and vanish at $z=0$. Subtracting a mirror image from the free kernel does all this:
$$\rho(z,z')=\frac1\lambda\Big[e^{-mkT(z-z')^2/2\hbar^2}-e^{-mkT(z+z')^2/2\hbar^2}\Big].$$
At $z=z'$, relative to the bulk value $1/\lambda$,
$$\frac{n(z)}{n_0}=1-e^{-2mkTz^2/\hbar^2}=1-e^{-z^2/6a^2}.\tag{10}$$
Define the excluded length $d$ of a wall as the length by which it shortens the channel in $Z=(L-d)/\lambda$. For the hard wall it is the integral of the missing density,
$$d_\infty=\int_0^\infty e^{-z^2/6a^2}dz=\tfrac12\sqrt{6\pi}\,a=\frac\lambda4=2.17\,a,\tag{11}$$
or 1.96 nm in the example.

Paths give the same length another meaning. A path survives a hard wall if its lowest point stays at $z>0$, so its centroid must lie farther from the wall than the depth $D$ of the minimum below the centroid. Integrating (4) over allowed centroids gives $Z=(L-\langle D\rangle)/\lambda$, hence $\langle D\rangle=\lambda/4$. Sampled paths give 1.96 nm, in agreement with (11).

The smoothed potential gives a lower bound on $Z$ that is also a good approximation where the potential bends gently, but at an infinitely hard wall it carries no information, although the true excluded length is finite, $\lambda/4$. It remains to see how it fares at an oxide step of finite height, without and with a confining field, and what to use in its place.
